# The LAPW occupation matrix of DFT+U and its Hamiltonian term

## Result

Inside an atomic sphere of radius \(R\), write the part of the LAPW state \(\psi_i\) with angular momentum \(l\) as

\[
\psi_i\big|_l=\sum_m\left[a^i_m\,u(r)+b^i_m\,\dot u(r)\right]Y_{lm}(\hat r),\qquad \dot u=\frac{\partial u}{\partial E}.
\]

With \(u\) normalized in the sphere, \(N=\int_0^R r^2\dot u^2dr\), and occupation numbers \(f_i\), the occupation matrix of one spin is

\[
n_{mm'}=\sum_i f_i\left(a^i_m a^{i*}_{m'}+N\,b^i_m b^{i*}_{m'}\right). \tag{1}
\]

The coefficients are linear in the eigenvector \(c^i_G\): \(a^i_m=\sum_G A_{mG}c^i_G\) and \(b^i_m=\sum_G B_{mG}c^i_G\). If an energy \(E_U[n]\) is added to the density functional, varying the eigenvectors adds to the secular matrix

\[
H^U_{GG'}=\sum_{mm'}v_{m'm}\left(A^*_{m'G}A_{mG'}+N\,B^*_{m'G}B_{mG'}\right),\qquad v_{m'm}=\frac{\partial E_U}{\partial n_{mm'}}. \tag{2}
\]

The indices of \(v\) are reversed relative to those of \(n\). Spins are collinear, so each spin has its own \(n\), \(v\), \(u\) and \(N\); the spin label is written where it matters.

## Stage 1: one state in one sphere

The real function \(u(r;E)\) solves the radial equation \((h-E)u=0\), with \(h\) the radial Hamiltonian for \(l\). It is normalized at every \(E\), and \(u,\dot u\) are taken at a fixed energy parameter \(E_l\). Differentiating the normalization and the equation with respect to \(E\) gives

\[
\int_0^R r^2u\dot u\,dr=0,\qquad (h-E)\dot u=u. \tag{3}
\]

The occupation matrix is defined as the angular projection of the density matrix, integrated over the radius:

\[
n_{mm'}=\int_0^R r^2dr\,\langle Y_{lm}|\psi\rangle\langle\psi|Y_{lm'}\rangle .
\]

The brackets are integrals over angles, so \(\langle Y_{lm}|\psi\rangle=a_mu+b_m\dot u\), and

\[
n_{mm'}=\int_0^R r^2dr\,(a_mu+b_m\dot u)(a^*_{m'}u+b^*_{m'}\dot u)
=a_ma^*_{m'}+N\,b_mb^*_{m'} .
\]

The cross terms vanish by (3). The units agree: \(a\) is a number, \(b\) an energy and \(N\) an inverse energy squared. One may also project on the normalized functions \(u\) and \(\dot u/\sqrt N\). The second projection is \(\sqrt N\,b_m\), whose square again carries one factor \(N\).

**Limit: energy close to the parameter.** Let the radial function be the normalized solution at \(E_l+\delta\),

\[
u(E_l+\delta)=u+\delta\,\dot u+\tfrac12\delta^2\ddot u+\dots
\]

Differentiating the orthogonality relation in (3) gives \(\langle u|\ddot u\rangle=-N\). Projection on \(u\) and \(\dot u\) gives \(a=1-N\delta^2/2+O(\delta^3)\) and \(b=\delta+O(\delta^2)\), so to second order in \(\delta\)

\[
a^2+Nb^2=(1-N\delta^2)+N\delta^2=1 .
\]

The \(\dot u\) term restores what the projection on \(u\) loses. Without it the occupation would depend on \(E_l\) already in order \(\delta^2\).

## Stage 2: many states and the plane-wave coefficients

The one-particle density matrix is \(\sum_if_i|\psi_i\rangle\langle\psi_i|\). Since the definition is linear in it, summing Stage 1 gives (1), where \(i\) includes the k point and its weight.

If further radial functions \(u_p\) are present, as with local orbitals, the same integral gives

\[
n_{mm'}=\sum_if_i\sum_{pq}O_{qp}\,c^i_{pm}c^{i*}_{qm'},\qquad O_{qp}=\int_0^Rr^2u_qu_p\,dr ,
\]

with \(c^i_{pm}\) the coefficient of \(u_pY_{lm}\). Equation (1) is the case \(O=\mathrm{diag}(1,N)\).

To find \(A\) and \(B\), take a plane wave \(e^{iK\cdot r}/\sqrt\Omega\), with \(K=k+G\), cell volume \(\Omega\), and the atom at the origin. Its part with angular momentum \(l\) is

\[
\frac{4\pi i^l}{\sqrt\Omega}\,j_l(Kr)\sum_mY^*_{lm}(\hat K)Y_{lm}(\hat r).
\]

Replace \(j_l(Kr)\) in the sphere by \(\alpha u+\beta\dot u\), with equal value and slope at \(R\):

\[
\alpha u+\beta\dot u=j_l,\qquad \alpha u'+\beta\dot u'=Kj_l' .
\]

The determinant \(u\dot u'-\dot uu'\) follows from (3). With \(P=ru\), multiply the equation for \(\dot P\) by \(P\), subtract \(\dot P\) times the equation for \(P\), and integrate:

\[
-\frac{\hbar^2}{2m_e}\left[P\dot P'-\dot PP'\right]_{r=R}=\int_0^RP^2dr=1
\;\Rightarrow\; u\dot u'-\dot uu'=-\frac{2m_e}{\hbar^2R^2}.
\]

Solving the two matching equations gives

\[
\alpha=\frac{\hbar^2R^2}{2m_e}\left(Kj_l'\dot u-j_l\dot u'\right),\qquad
\beta=\frac{\hbar^2R^2}{2m_e}\left(j_lu'-Kj_l'u\right),
\]

and \(A_{mG}=(4\pi i^l/\sqrt\Omega)\,Y^*_{lm}(\hat K)\,\alpha\), with \(\beta\) in place of \(\alpha\) for \(B_{mG}\).

**Limit: filled shell.** For \(0\le f_i\le1\) and orthonormal states, the eigenvalues of \(n\) lie between 0 and 1 when one fixed radial function carries the shell. They reach 1 if that orbital is filled and lies wholly in the sphere. A tail outside \(R\) lowers them, so \(n\) depends on the sphere radius even when the bands are full. The \(n\) of (1) adds the projections on two orthonormal radial functions, so its eigenvalues are bounded only by 2 and can exceed 1 if high-lying bands with \(\dot u\) character are filled.

## Stage 3: variation of the eigenvectors

Hold \(f_i\), \(u\), \(\dot u\) and \(N\) fixed. The functional without \(E_U\) contributes \(f_iH^0c^i\) to the derivative with respect to \(c^{i*}\); this defines \(H^0\). For the new term, the chain rule gives

\[
\delta E_U=\sum_{mm'}\frac{\partial E_U}{\partial n_{mm'}}\,\delta n_{mm'}=\sum_{mm'}v_{m'm}\,\delta n_{mm'} .
\]

Treat \(c\) and \(c^*\) as independent. In (1) the variable \(c^*\) occurs in the factors with index \(m'\):

\[
\delta n_{mm'}=f_i\sum_G\left(a^i_mA^*_{m'G}+N\,b^i_mB^*_{m'G}\right)\delta c^{i*}_G .
\]

Inserting \(a^i_m=\sum_{G'}A_{mG'}c^i_{G'}\), and likewise for \(b\), gives

\[
\frac{\partial E_U}{\partial c^{i*}_G}=f_i\sum_{G'}H^U_{GG'}c^i_{G'}
\]

with \(H^U\) of (2). In matrix form \(H^U=A^\dagger vA+N\,B^\dagger vB\). Because \(E_U\) is real and \(n\) Hermitian, \(v\) and \(H^U\) are Hermitian.

Orthonormality \(c^{i\dagger}Sc^j=\delta_{ij}\), with \(S\) the overlap matrix, is imposed by Hermitian multipliers \(\Lambda\):

\[
f_i(H^0+H^U)c^i=\sum_j\Lambda_{ji}Sc^j .
\]

Multiplication by \(c^{k\dagger}\) gives \(f_ih_{ki}=\Lambda_{ki}\), where \(h_{ki}=c^{k\dagger}(H^0+H^U)c^i\). Since \(\Lambda\) and \(h\) are Hermitian, \((f_i-f_k)h_{ki}=0\). States with different occupations are therefore not coupled, and states with equal occupation can be rotated among themselves, without changing \(n\), until \(h\) is diagonal. The result is

\[
(H^0+H^U)c^i=\varepsilon_iSc^i .
\]

**Limit: a linear energy.** For \(E_U=\lambda\sum_mn_{mm}\), \(v_{m'm}=\lambda\delta_{mm'}\). Then \(H^U\) is \(\lambda\) times the overlap of the \(l\) parts in the sphere, which is a constant potential \(\lambda\) acting on that channel.

**A quadratic energy.** For \(E_U=\tfrac12\lambda\sum_{mm'}n_{mm'}n_{m'm}\), differentiation gives \(v_{m'm}=\lambda n_{m'm}\), that is, \(v=\lambda n\) as matrices. Using \(\partial E_U/\partial n_{m'm}\) in its place would put \(n^T=n^*\) into \(H^U\), a different operator when \(n\) is complex.

## Stage 4: the interaction energy

For \(\psi=\sum_ma_m|m\rangle\) the second-quantized expectation value is \(\langle c^\dagger_{m'}c_m\rangle=a^*_{m'}a_m=n_{mm'}\). The interaction operator in the shell is

\[
\tfrac12\sum_{\sigma\sigma'}\sum\langle m_1m_2|w|m_3m_4\rangle\,c^\dagger_{m_1\sigma}c^\dagger_{m_2\sigma'}c_{m_4\sigma'}c_{m_3\sigma}.
\]

In a determinant, the average of the four operators is \(\langle c_1^\dagger c_3\rangle\langle c_2^\dagger c_4\rangle-\langle c_1^\dagger c_4\rangle\langle c_2^\dagger c_3\rangle\), and the second product needs equal spins. Hence, with \(n=n^\uparrow+n^\downarrow\) where no spin is written,

\[
E_{ee}=\tfrac12\sum\langle m_1m_2|w|m_3m_4\rangle\Big[n_{m_3m_1}n_{m_4m_2}-\sum_\sigma n^\sigma_{m_4m_1}n^\sigma_{m_3m_2}\Big].
\]

DFT+U uses this mean-field expression for the projected \(n\) of (1), and one set of matrix elements for \(u\) and \(\dot u\) alike. Both are model assumptions.

**Limit: one electron.** For \(n^\uparrow_{mm'}=x_mx_{m'}^*\) both products equal \(x_{m_3}x_{m_4}x^*_{m_1}x^*_{m_2}\), so \(E_{ee}=0\): the electron does not repel itself.

The interaction already contained in the density functional is subtracted. The fully localized choice counts \(U\) per pair of electrons, less \(J\) per pair of parallel spins. With \(n_\sigma=\mathrm{Tr}\,n^\sigma\) and \(n_t=n_\uparrow+n_\downarrow\),

\[
E_U=E_{ee}-\tfrac U2n_t(n_t-1)+\tfrac J2\sum_\sigma n_\sigma(n_\sigma-1).
\]

In \(E_{ee}\) each product has two factors to vary. Since \(\langle m_1m_2|w|m_3m_4\rangle=\langle m_2m_1|w|m_4m_3\rangle\), they contribute equally after relabelling, which cancels the \(\tfrac12\):

\[
\begin{aligned}
v^\sigma_{m_1m_3}=&\sum_{m_2m_4}\left[\langle m_1m_2|w|m_3m_4\rangle n_{m_4m_2}-\langle m_1m_2|w|m_4m_3\rangle n^\sigma_{m_4m_2}\right]\\
&-\delta_{m_1m_3}\left[U(n_t-\tfrac12)-J(n_\sigma-\tfrac12)\right].
\end{aligned}\tag{4}
\]

The multipole expansion of the interaction gives the matrix elements, with radial strengths \(F^k\) as parameters:

\[
\langle m_1m_2|w|m_3m_4\rangle=\sum_kF^k\frac{4\pi}{2k+1}\sum_q\langle Y_{m_1}|Y_{kq}|Y_{m_3}\rangle\langle Y_{m_2}|Y^*_{kq}|Y_{m_4}\rangle .
\]

Two sums are needed for a d shell. Since \(\sum_{m'}|Y_{m'}|^2\) is constant, \(\sum_{m'}\langle mm'|w|mm'\rangle=5F^0\), so with \(U\) defined as the mean of \(\langle mm'|w|mm'\rangle\) over \(m\) and \(m'\), \(U=F^0\). The exchange sum does not depend on \(m\), by rotational invariance; averaging over \(m\) with the addition theorem gives

\[
\sum_{m'}\langle mm'|w|m'm\rangle=\sum_kF^k\,\tfrac52\int_{-1}^1P_2^2P_k\,dx=F^0+\tfrac27(F^2+F^4),
\]

because \(P_2^2=\tfrac15+\tfrac27P_2+\tfrac{18}{35}P_4\). Defining \(J=(F^2+F^4)/14\) makes this \(U+4J\).

**Limit: equal occupations.** Take the trace of (4) and divide by 5:

\[
\begin{aligned}
\bar v^\sigma&=Un_t-(U+4J)\tfrac{n_\sigma}5-U(n_t-\tfrac12)+J(n_\sigma-\tfrac12)\\
&=(U-J)\left(\tfrac12-\tfrac{n_\sigma}5\right).
\end{aligned}\tag{5}
\]

The angular integrals require \(m_1=q+m_3\) and \(m_2=m_4-q\), so the matrix elements vanish unless \(m_1+m_2=m_3+m_4\). In the trace, where \(m_3=m_1\), only \(m_2=m_4\) survives in both terms, and the two sums above multiply \(n_t\) and \(n_\sigma\). This average therefore holds for any \(n^\sigma\). For \(U>J\) the mean potential of a spin shell is negative when that shell is more than half filled and positive when it is less than half filled; (5) does not fix the sign for a single orbital. If one spin is present with \(n^\sigma=\bar n\,\mathbf 1\), the same sums give

\[
\begin{aligned}
E_U&=\tfrac12\left[U(5\bar n)^2-5(U+4J)\bar n^2-(U-J)5\bar n(5\bar n-1)\right]\\
&=\tfrac52(U-J)\,\bar n(1-\bar n),
\end{aligned}\tag{6}
\]

which vanishes for empty and for full orbitals.

## Stage 5: numbers for a model lattice

Take a simple cubic lattice with constant \(a=3.2\) Å and spheres of \(R=1.4\) Å. The potential \(-V_0[1-(r/R)^4]\), \(V_0=90\) eV, acts on the \(l=2\) part of the wave function in the sphere; all else is free, so plane waves need augmentation for \(l=2\) alone. \(H^0\) is held fixed. The parameters are \(U=6\) eV, \(J=1\) eV and \(F^4/F^2=0.625\), hence \(F^2=14J/1.625=8.615\) eV and \(F^4=5.385\) eV.

The energy parameter is the d level of a single well, found by numerical integration of the radial equation and matching to a decaying solution: \(E_l=-15.96\) eV, with \(N=6.77\times10^{-4}\) eV\(^{-2}\). Five spin-up electrons per cell fill the five lowest spin-up bands at the points \((\pm\tfrac14,\pm\tfrac14,\pm\tfrac14)2\pi/a\), and the spin-down bands are left empty. The secular equation, with 284 functions at the first k point, is diagonalized and \(n^\uparrow\) iterated to self-consistency.

The trace is \(n_\uparrow=4.656\), or \(\bar n=0.9313\) per orbital. The bands are full, so the missing 7% is weight outside the \(l=2\) part of the sphere. The \(e_g\) and \(t_{2g}\) occupations differ by about \(10^{-4}\), so (5) and (6) describe this case well:

\[
\bar v^\uparrow=5(0.5-0.9313)=-2.156\ \text{eV},\qquad \bar v^\downarrow=5(0.5)=2.500\ \text{eV},
\]
\[
E_U=\tfrac52\cdot5\cdot0.9313\cdot0.0687=0.800\ \text{eV}.
\]

This energy is nonzero for full bands because the orbitals are not confined to the sphere. These numbers belong to the coarse k mesh. On a shifted \(4\times4\times4\) mesh the trace rises to 4.662, \(\bar v^\uparrow\) becomes \(-2.162\) eV, \(E_U\) falls to 0.788 eV, the \(e_g\)–\(t_{2g}\) difference grows to about \(10^{-3}\), and the total energy given below rises by about 0.06 eV.

At \(k=(\tfrac14,\tfrac14,\tfrac14)2\pi/a\) the mean of the five d bands is \(-15.957\) eV without \(U\), \(-17.960\) eV for spin up and \(-13.650\) eV for spin down. The shifts are \(-2.003\) and \(+2.307\) eV. They are smaller than \(\bar v^\sigma\) because the potential acts inside the sphere. If a nearly constant \(v\) is switched on gradually, the mean level moves at a rate equal to the mean sphere weight of the five states. The ratios \(2.003/2.156=0.929\) and \(2.307/2.500=0.923\) are those weights averaged along the way.

The band sum counts \(\mathrm{Tr}(vn)\), since \(\sum_if_ic^{i\dagger}H^Uc^i=\sum v_{m'm}n_{mm'}\). It must be replaced by \(E_U\). For the fixed \(H^0\) of this model,

\[
E=\sum_if_i\varepsilon_i-\mathrm{Tr}(v^\uparrow n^\uparrow)+E_U=-89.80+10.04+0.80=-78.96\ \text{eV per cell}.
\]

The last digits also depend on the cutoff \(|K|<8\) Å\(^{-1}\) of the 284 functions: converged in the basis, on the same mesh, the trace is 4.6566, the band means lie 1 to 2 meV lower, and \(E=-78.97\) eV. With \(E_l\) at the d level, \(\dot u\) contributes only about \(4\times10^{-5}\) to the trace at this cutoff and 7 to \(8\times10^{-5}\) when converged, a fraction of order \(10^{-5}\). Now raise \(E_l\) by 4 eV and keep \(v\). At the first k point \(u\) gives 4.6023 and \(\dot u\) gives 0.0544, together 4.6567. A calculation with 1520 plane waves and the radial projection integral, in which neither \(u\) nor \(\dot u\) occurs, gives 4.6566. At a cutoff of 10 Å\(^{-1}\) the two parts are 4.6038 and 0.0531, together 4.6569, so the sum agrees with the reference to a few \(10^{-4}\), while \(u\) alone misses 0.05.

Stage 1 predicts the size of the \(\dot u\) part. In the sphere a constant \(v\) shifts the effective energy to \(\varepsilon-\bar v=-17.96+2.16=-15.80\) eV, which lies \(\delta=-3.84\) eV from the raised parameter \(-11.96\) eV. Then \(N\delta^2\approx0.010\), against the computed ratio \(0.0544/4.602=0.012\). With \(N=7.96\times10^{-4}\) eV\(^{-2}\) at the raised parameter the estimate becomes 0.0118. Projecting the exact radial solution at \(-15.80\) eV on \(u\) and \(\dot u\) gives 0.0110, and the LAPW ratio itself falls to 0.0115 at a cutoff of 10 Å\(^{-1}\). The estimate therefore gives the size of the ratio only.

## Where the result stops

Equation (1) needs \(\langle u|\dot u\rangle=0\) and no further radial functions; otherwise the overlap matrix of Stage 2 takes its place. Equation (2) is the derivative at fixed radial functions. If \(u\) is updated between iterations, \(E_U\) also changes through \(A\), \(B\) and \(N\), a change that (2) does not contain. With spin-orbit coupling or noncollinear spins, \(n\) acquires spin-off-diagonal blocks, which (4) does not contain. The values of \(U\) and \(J\) belong to the chosen projection and sphere radius, because \(n\) does.
